Estimating the Hopping Mobility of a Cubic Nanocrystal Film

A carrier in a film of nanocrystals hops 100 times per nanosecond, and each hop takes it 6 nm. It therefore covers a path of 600 nm every nanosecond. Yet in a field of 0.01 MV/cm at 300 K its average advance along the electric force is about 23 nm per nanosecond, some 4 % of the path. Why is so much motion turned into so little drift, and what mobility does this imply?

The model is a simple cubic lattice of identical nanocrystals, or dots, with centre spacing d = 6 nm. A carrier sits on one dot, then hops to one of the six nearest dots, with no memory of earlier hops. The total hopping rate Γ = 100 per ns is the rate of leaving a dot, summed over all six neighbours. Carriers are few, so they do not obstruct each other. The rate is given; the estimate does not predict it.

**The estimate on the back of an envelope**

With no field, the hops point in random directions. After N hops the root-mean-square distance from the start is √N times the step. In 1 ns there are about 100 hops, so this distance is

√100 × 6 nm = 60 nm.

In three dimensions a diffusing particle has ⟨R²⟩ = 6Dt, where D is the diffusion constant. Hence

D ≈ (60 nm)² / (6 × 1 ns) = 600 nm²/ns = 0.0060 cm²/s.

The Einstein relation gives the mobility μ as D divided by the thermal voltage, which is 0.02585 V at 300 K:

μ ≈ 0.0060 / 0.02585 ≈ 0.23 cm²/Vs.

To one digit this is 0.2 cm²/Vs. The argument has borrowed two results, the growth of the squared distance and the Einstein relation. Both follow from the hopping rates, and deriving them shows when the estimate can be trusted.

**Diffusion from the hopping rates**

The algebra uses atomic units, in which the elementary charge e and ħ equal 1. The thermal energy is T = k_B × temperature, so T is an energy from here on.

All six neighbours are equivalent at zero field, so the rate to each one is

k = Γ/6,

which is 16.67 per ns. Let the carrier be at position R, measured from its start. During a short time dt it moves to R + δ with probability k dt, where δ is one of six vectors of length d along the cube axes. Such a hop changes the squared distance by

|R + δ|² − |R|² = 2R·δ + d².

Adding the six possibilities, each weighted by its rate, gives

d⟨R²⟩/dt = k Σ_δ (2⟨R⟩·δ + d²).

The six vectors cancel in pairs, so Σ_δ δ = 0 and the first term drops out. The second term is d² taken six times:

d⟨R²⟩/dt = 6k d² = Γd².

Since the carrier starts at R = 0,

⟨R²⟩ = Γt d².

The number of hops in time t varies from one carrier to the next, but its mean is Γt, and this mean is all that enters.

To identify D, compare with the diffusion equation ∂n/∂t = D∇²n for a normalised density n. Multiply by R², integrate over space, and integrate by parts twice, with n vanishing far away:

d⟨R²⟩/dt = D ∫ R² ∇²n dV = D ∫ n ∇²R² dV = 6D.

The last step uses ∇²R² = 2 + 2 + 2 = 6. Equating the two growth rates gives

D = Γd²/6 = k d².

As a test, the occupation probabilities on a lattice of 21 × 21 × 21 dots were propagated in time from a carrier at the centre. The growth of ⟨R²⟩ gave D = 6.000 × 10⁻³ cm²/s, the same as the formula.

**Drift in a weak field**

Let F be the force on the carrier, directed along a cube axis. For an electron it points against the electric field; the mobility is the drift speed divided by the strength of the field and is counted positive. A forward hop lowers the energy by Fd, a backward hop raises it by Fd, and sideways hops leave it unchanged. The ratio of this energy to the thermal energy is

u = Fd/T.

The hops exchange energy with a bath at a fixed temperature. Detailed balance then requires the forward rate k₊ and the backward rate k₋ to satisfy

k₊/k₋ = exp(u).

Forward hops add d to the displacement and backward hops subtract d, so the drift velocity is

v = d(k₊ − k₋) = d k₋ [exp(u) − 1].

For small u the bracket becomes u. If the rates are continuous at zero field, k₋ tends to k. To first order in the force,

v = d k u = k d² F/T.

With e = 1, the mobility is v/F:

μ = k d²/T = D/T = Γd²/(6T).

This is the Einstein relation, obtained here from detailed balance. Nothing was assumed about how the rate depends on energy, apart from continuity at zero field. A field in another direction has components along the three axes, and to first order each component drives its own pair of hops in the same way. The weak-field mobility is therefore the same in all directions.

Three rate laws put this independence to the test. With w the drop in energy divided by T, the rates relative to k were exp(w/2), the symmetric law; the smaller of 1 and exp(w), the Miller-Abrahams law; and exp(w/2 − w²T/4λ), the Marcus law, with reorganization energy λ = 0.1 eV. The drift was computed from the occupation probabilities at u = 0.0001. All three laws gave 0.2321 cm²/Vs.

**Numbers, units and the meaning of "total"**

In ordinary units the charge returns as μ = eD/(k_B × temperature). In atomic units the formula gives μ = 5.455, and one atomic unit of mobility is 0.04254 cm²/Vs, so

μ = 5.455 × 0.04254 cm²/Vs = 0.232 cm²/Vs.

The opening numbers can now be explained. A field of 0.01 MV/cm is 0.001 V/nm, so one forward hop gains 0.006 eV, and u = 0.006/0.02585 = 0.232. The net forward rate k₊ − k₋ is about ku = Γu/6. The fraction of the path that survives as drift is thus u/6 = 0.039, and 0.039 × 600 nm is 23 nm per nanosecond. Two thirds of the hops are sideways, and the rest nearly cancel because the field tilts the energy by much less than the thermal energy.

If 100 per ns were the rate to each neighbour, k would be six times larger and the mobility would be 1.39 cm²/Vs. A quoted hopping rate must say which of the two it is.

A single layer of dots on a square lattice gives a second case. A carrier confined to it has four neighbours, so at the same total rate k = Γ/4. The relation μ = kd²/T is unchanged, because it involves one pair of hops along the field. The mobility rises by 6/4, to 1.5 × 0.232 = 0.35 cm²/Vs. No hops are spent moving out of the plane.

**Where the two arguments part: stronger fields**

The envelope estimate and the derivation agree in weak fields. They part when u is not small, because the rate law then matters. Keep k, the rate between dots of equal energy, fixed. For the symmetric law, k₊ = k exp(u/2) and k₋ = k exp(−u/2), so

v = 2dk sinh(u/2).

The weak-field result is v = dku. Dividing by it gives the factor that multiplies the mobility v/F:

sinh(u/2)/(u/2) ≈ 1 + u²/24.

For the Miller-Abrahams law, a downhill hop keeps the rate k and an uphill hop has k exp(−u). Then v = dk[1 − exp(−u)], and the factor is

[1 − exp(−u)]/u ≈ 1 − u/2.

At 0.01 MV/cm the factors are 1.002 and 0.892. At 0.1 MV/cm, where u = 2.32, they are 1.24 and 0.39. Even the sign of the correction depends on the rate law. The symmetric law speeds up forward hops, while the Miller-Abrahams law merely suppresses backward ones, so that its drift velocity cannot exceed kd for a force along a cube axis (√3 kd for a force along a body diagonal). The 23 nm per nanosecond of the opening is the weak-field value; under the Miller-Abrahams law it would be about 21 nm.

**Other carriers in the way**

Suppose that each dot holds at most one carrier and that all dots have the same energy. A hop onto an occupied dot is then forbidden. On a lattice closed into rings along each axis, every arrangement of the carriers is equally likely in the steady state, even with a field. To see this, follow one row of dots in the forward direction. It has as many changes from occupied to empty as from empty to occupied. The first kind counts the forward hops that leave the arrangement, the second the forward hops that lead into it. The same holds for backward hops, so equal probabilities stay equal.

With M carriers on L dots, the dot next to a given carrier is therefore empty with probability

(L − M)/(L − 1) → 1 − f,

where f = M/L is the filling and the limit is that of a large lattice. The net forward rate, and with it the mobility, is multiplied by this probability. Enumerating all arrangements of 2, 3 and 5 carriers on a ring of 8 dots confirmed the finite-size form.

A filling of 0.1 carriers per dot corresponds to 4.6 × 10¹⁷ carriers per cm³. It lowers the mobility from 0.232 to 0.209 cm²/Vs. Repulsion between carriers on different dots is left out.

**Dots that are not identical**

Dots of different size have different energies. Let Eᵢ be the energy of dot i, and take the symmetric law,

kᵢⱼ = k exp[(Eᵢ − Eⱼ)/2T].

At equilibrium the occupation of dot i is pᵢ = exp(−Eᵢ/T)/(LZ), where L is the number of dots and Z is the average of exp(−E/T) over them. The traffic from i to j is

pᵢkᵢⱼ = k gᵢⱼ/(LZ), with gᵢⱼ = exp[−(Eᵢ + Eⱼ)/2T].

It is the same in both directions, as detailed balance requires.

A weak force along x multiplies each forward rate by 1 + u/2 and each backward rate by 1 − u/2. It also changes the occupations, which we write as pᵢ(1 + uψᵢ). To first order in u, the net current from i to its forward neighbour j is

Jᵢⱼ = (k u/LZ) gᵢⱼ (1 + ψᵢ − ψⱼ).

For the other two axes the 1 is absent. This is Ohm's law for a network of resistors with conductances gᵢⱼ. The unknown ψ follow from the condition that as much current enters each dot as leaves it. Summing dJᵢⱼ over the bonds along x gives the drift velocity

v = d k u G/Z,

where G is the sum of gᵢⱼ(1 + ψᵢ − ψⱼ) over these bonds, divided by L. Equal dots have G = Z, so disorder multiplies the mobility by G/Z.

This factor has two parts. Let ḡ be the average of g over all bonds. There are 3L bonds, each used in both directions, so the mean escape rate at equilibrium is

2 × 3L × kḡ/(LZ) = Γḡ/Z.

The first part, ḡ/Z, is thus the change in the mean escape rate. The second part, G/ḡ, is what remains when that rate is held fixed.

For independent Gaussian energies of standard deviation σ, the average of exp(−aE) is exp(a²σ²/2). With a = 1/T this gives Z = exp(σ²/2T²). A bond contains two independent energies, each with a = 1/2T, so ḡ = [exp(σ²/8T²)]² = exp(σ²/4T²). Hence

ḡ/Z = exp(−σ²/4T²).

The second part measures correlation between hops. The Einstein relation still links μ to the long-time diffusion constant: in a closed sample under a weak force the density, averaged over many dots, follows exp(Fx/T), and drift μFn must cancel diffusion D dn/dx = DFn/T. So D equals the mean escape rate times d²/6 times G/ḡ. Independent hops would give G/ḡ = 1. A value below 1 means that, on balance, later hops undo earlier ones.

G has to be found numerically. The network was tested on three random lattices of 64 dots, with σ = 1.5T and uneven bonds as well, against the steady state of the hopping rates in a weak field; the mobilities agreed to within 0.2 %. Larger lattices of 24 × 24 × 24 dots then gave the following.

For σ = 0.025 eV, the escape factor is 0.79 and the correlation factor 0.90. If k is kept at its earlier value, so that 6k = 100 per ns is the total rate of leaving a dot whose six neighbours have the same energy as it has, the mobility is 0.17 cm²/Vs. If it is the mean escape rate in the disordered film, the mobility is 0.21 cm²/Vs.

For σ = 0.050 eV, the factors are 0.39 and 0.62, and the two mobilities are 0.057 and 0.14 cm²/Vs. Since σ enters the exponent of the escape factor as a square, doubling σ raises that factor to the fourth power: 0.79⁴ = 0.39.

Both factors depend on the rate law, the escape factor more strongly. Under the Miller-Abrahams law downhill hops are not sped up, and gᵢⱼ becomes exp(−E/T) with E the higher of the two energies. For σ = 0.050 eV the escape factor is then 0.17 instead of 0.39, and the mobility at fixed k is only about 0.02 cm²/Vs.

Under the symmetric law, going from 12 to 24 dots along each edge moved the mobilities at fixed k for the two values of σ by 0.2 % and 1.9 %, sampling noise included. The last digit of 0.057 cm²/Vs is therefore uncertain by about one unit.

**Uneven gaps between dots**

Hopping relies on tunnelling through the gap between dots, so small changes in the gap matter. Take a rate that falls as exp(−10 × gap in nm) and a Gaussian gap spread of 0.1 nm, independent from bond to bond. The logarithm of the rate then has a spread of 10 × 0.1 = 1. The network above still applies, with gᵢⱼ now the rate of the bond divided by k, the mean rate per bond. With equal energies and the mean total rate 6k held at 100 per ns, the correlation factor is 0.70, and the mobility falls to 0.16 cm²/Vs. The change in lattice size moved this by 0.3 %.

What is held fixed matters again. If the mean gap is fixed instead, the thin gaps raise the mean rate by a factor exp(1/2) = 1.65, and the mobility becomes 1.65 × 0.163 = 0.27 cm²/Vs. The same disorder can lower or raise the mobility, depending on the comparison.

**Temperature and the hopping picture**

At fixed Γ the mobility varies as 1/T. At 350 K it is 0.232 × 300/350 = 0.199 cm²/Vs. A real hopping rate may itself depend on temperature. If Γ is proportional to exp(−A/T), with activation energy A, then

d ln μ/dT = A/T² − 1/T,

so the mobility rises on heating when A exceeds the thermal energy, and falls when A is smaller.

The dwell time of 0.010 ns blurs the energy of a carrier by about ħΓ = 6.6 × 10⁻⁵ eV. This is 0.3 % of the thermal energy, so the hopping picture is consistent with its own rate. It is not a proof that transport is by hopping: that also depends on how the coupling between dots compares with disorder and with the loss of phase memory, neither of which follows from Γ.

**Beside a real film**

The parameters lie in the regime of lead sulfide nanocrystal films with short ligands, where the spacing is several nanometres and the energy disorder some tens of meV, both rough. Mobilities of such films vary over orders of magnitude with ligand, treatment and method of measurement; very roughly, 0.001 to 1 cm²/Vs. The estimate lies in the upper part of that range, so 100 per ns describes a well-coupled film. Real films break the assumption of identical dots and gaps. For the energy disorder considered here, with the symmetric law and 100 per ns taken as the total rate 6k among dots of equal energy, the number moves from 0.23 to between 0.06 and 0.17 cm²/Vs. Deep traps, cracks and missing dots are not included. At a given voltage the field matters less in a thick device than in a thin one: half a volt across 500 nm is 0.01 MV/cm, where the correction on the ideal lattice was at most about 11 % for the two laws compared. Disorder may change that figure.

The second digit of 0.23 belongs to the ideal lattice. For a film known by its spacing and total hopping rate alone, "roughly 0.2 cm²/Vs" is as much as the information supports, and energy disorder of 0.050 eV reduces even that: if the known rate is the mean escape rate, by a factor of about 1.6 under the symmetric law and about 1.7 under the Miller-Abrahams law. If it is the total rate among dots of equal energy, the factor is four under the symmetric law and about ten under the Miller-Abrahams law. The numerical output below lists the effects of disorder for the symmetric law.

Computed results

```
spacing: 6.0 nm
total hopping rate: 100 per ns
rate to one neighbour: 16.67 per ns
mean dwell time: 0.010 ns
temperature: 300 K
thermal energy: 0.02585 eV
diffusion constant, formula: 6.000e-03 cm2/s
diffusion constant, master eq.: 6.000e-03 cm2/s
mobility, formula: 0.2321 cm2/Vs
mobility from drift, symmetric: 0.2321 cm2/Vs
mobility from drift, Miller-Abrahams: 0.2321 cm2/Vs
mobility from drift, Marcus: 0.2321 cm2/Vs
mobility in atomic units: 5.455
atomic unit of mobility: 0.04254 cm2/Vs
mobility if rate were per neighbour: 1.393 cm2/Vs
field 0.01 MV/cm: energy drop/kT = 0.232
  mobility factor, symmetric law: 1.0022
  mobility factor, Miller-Abrahams: 0.8924
field 0.10 MV/cm: energy drop/kT = 2.321
  mobility factor, symmetric law: 1.2400
  mobility factor, Miller-Abrahams: 0.3886
filling: 0.10 carriers per dot
  carrier density: 4.63e+17 per cm3
  mobility with blocking: 0.2089 cm2/Vs
mobility at 350 K, same rate: 0.1989 cm2/Vs
hbar * total rate: 6.582e-05 eV
hbar * total rate / kT: 2.55e-03
gap spread: 0.1 nm, rate decay: 10 per nm
energy disorder 0.025 eV:
  escape-rate factor, formula: 0.792
  escape-rate factor, sampled: 0.792
  correlation factor: 0.900
  mobility, matched-level rate fixed: 0.166 cm2/Vs
  mobility, mean escape rate fixed: 0.209 cm2/Vs
  mobility shift, 12^3 to 24^3 sites: 0.2 %
energy disorder 0.050 eV:
  escape-rate factor, formula: 0.393
  escape-rate factor, sampled: 0.393
  correlation factor: 0.620
  mobility, matched-level rate fixed: 0.057 cm2/Vs
  mobility, mean escape rate fixed: 0.144 cm2/Vs
  mobility shift, 12^3 to 24^3 sites: 1.9 %
gap disorder:
  escape-rate factor, formula: 1.000
  escape-rate factor, sampled: 1.000
  correlation factor: 0.703
  mobility, matched-level rate fixed: 0.163 cm2/Vs
  mobility, mean escape rate fixed: 0.163 cm2/Vs
  mobility shift, 12^3 to 24^3 sites: 0.3 %
```
